# Critical current and dynamic charge from two switching times

## Problem

A magnetic memory cell is switched by current pulses of fixed polarity. The switching time $t$ is the pulse length that carries half of the trials past the midpoint of the reversal. It is 5 ns at 60 µA and 2 ns at 90 µA. Assume that, above a critical current $I_c$, both pulses obey the linear inverse-time law

$$\frac1t=\frac{I-I_c}{Q},$$

where $Q$ is a constant called the dynamic charge.

(a) Find $I_c$ and $Q$.

(b) Each time has an independent standard error of 5 percent of its value, and the currents are exact. Find the standard errors of $I_c$ and $Q$.

(c) Which current switches the cell with the least Joule heat, if its resistance is constant?

(d) Derive the law for a uniformly magnetized layer with a perpendicular easy axis. State what $I_c$ and $Q$ mean there, and what is neglected.

(e) For a disc of realistic size, estimate how far the fitted $I_c$ may lie from the current at which the magnet becomes unstable.

## Solution

### (a) The two parameters

Multiplying the law by $Qt$ gives

$$(I-I_c)\,t=Q .$$

Thus $Q$ is the charge passed in excess of $I_ct$. It is not the total charge $It$. For the two pulses,

$$(I_1-I_c)t_1=Q,\qquad (I_2-I_c)t_2=Q .$$

Equating the left sides removes $Q$:

$$I_1t_1-I_ct_1=I_2t_2-I_ct_2
\quad\Rightarrow\quad
I_c=\frac{I_1t_1-I_2t_2}{t_1-t_2}.$$

To find $Q$, subtract $I_c$ from $I_1$:

$$I_1-I_c=\frac{I_1(t_1-t_2)-I_1t_1+I_2t_2}{t_1-t_2}
=\frac{(I_2-I_1)t_2}{t_1-t_2}.$$

Multiplication by $t_1$ gives

$$Q=\frac{(I_2-I_1)t_1t_2}{t_1-t_2}.$$

Since 1 µA ns is 1 fC, the numbers are

$$I_c=\frac{60\cdot5-90\cdot2}{5-2}=\frac{120}{3}=40\ \text{µA},$$

$$Q=\frac{30\cdot5\cdot2}{3}=100\ \text{fC}.$$

This is the charge of $6.24\times10^5$ electrons. Substitution confirms both pulses: $(60-40)\cdot5=100$ and $(90-40)\cdot2=100$. The total charges differ, being 300 fC and 180 fC.

A positive $I_c$ requires $I_1t_1>I_2t_2$ when $t_1>t_2$. If the two products were equal, $I_c$ would vanish and switching would need a fixed total charge. Two points determine two parameters, so these data cannot test whether the law is a straight line.

### (b) Timing errors

The quotient rule applied to $I_c$ gives

$$\frac{\partial I_c}{\partial t_1}=\frac{I_1-I_c}{t_1-t_2}=6.67\ \text{µA/ns},$$

$$\frac{\partial I_c}{\partial t_2}=-\frac{I_2-I_c}{t_1-t_2}=-16.67\ \text{µA/ns}.$$

For $Q$, differentiate $t_1t_2/(t_1-t_2)$. Its derivative with respect to $t_1$ has the numerator $t_2(t_1-t_2)-t_1t_2=-t_2^2$. With respect to $t_2$ the numerator is $t_1(t_1-t_2)+t_1t_2=t_1^2$. Hence

$$\frac{\partial Q}{\partial t_1}=-\frac{(I_2-I_1)t_2^2}{(t_1-t_2)^2}=-13.33\ \text{fC/ns},$$

$$\frac{\partial Q}{\partial t_2}=\frac{(I_2-I_1)t_1^2}{(t_1-t_2)^2}=83.33\ \text{fC/ns}.$$

The timing errors are 0.25 ns and 0.10 ns. Independent contributions add in squares:

$$\delta I_c=\sqrt{(6.67\cdot0.25)^2+(16.67\cdot0.10)^2}=2.4\ \text{µA},$$

$$\delta Q=\sqrt{(13.33\cdot0.25)^2+(83.33\cdot0.10)^2}=9.0\ \text{fC}.$$

These are 6 percent of $I_c$ and 9 percent of $Q$. They contain the timing error alone, not any failure of the law.

### (c) The current of least heat

With a constant resistance $R$, the heat is

$$W=I^2Rt=\frac{RQ\,I^2}{I-I_c}.$$

Its derivative is proportional to $2I(I-I_c)-I^2=I(I-2I_c)$. This is negative for $I_c<I<2I_c$ and positive above, so the minimum lies at $I=2I_c=80$ µA, where $t=100/40=2.5$ ns. A smaller current saves power but takes too long; a larger one shortens the pulse too little to pay for its power. The result holds for the linear law, constant resistance and half of the trials switched. A memory needs a far smaller failure rate, and therefore a longer pulse.

### (d) Where the law comes from

The algebra uses atomic units, $e=\hbar=1$. Let $\mathbf m$ be the unit vector of the magnetization, initially near $+\mathbf z$, and let $J$ be the magnitude of the layer's angular momentum. The anisotropy field makes $\mathbf m$ precess at the frequency $\omega m_z$, and $\alpha$ is the damping constant. An electron carries spin $1/2$, so a current $I$ with efficiency $\eta$ supplies angular momentum at the rate $\eta I/2$. Divided by $J$, this gives the torque rate $\beta=\eta I/(2J)$. The polarity is chosen to drive $\mathbf m$ towards $-\mathbf z$:

$$\dot{\mathbf m}=\mathbf N+\alpha\,\mathbf m\times\dot{\mathbf m},$$

$$\mathbf N=-\omega m_z\,\mathbf m\times\mathbf z+\beta\,\mathbf m\times(\mathbf m\times\mathbf z).$$

Take the cross product of $\mathbf m$ with the first equation. Because $\mathbf m\perp\dot{\mathbf m}$, one has $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf N-\alpha\dot{\mathbf m}$. Inserting this gives

$$(1+\alpha^2)\dot{\mathbf m}=\mathbf N+\alpha\,\mathbf m\times\mathbf N .$$

Now take the $z$ component, with $m_z=\cos\theta$. The vector $\mathbf m\times\mathbf z$ has no $z$ component, while that of $\mathbf m\times(\mathbf m\times\mathbf z)=m_z\mathbf m-\mathbf z$ is $-\sin^2\theta$. The spin torque therefore contributes $-\beta\sin^2\theta$ and the damping $+\alpha\omega\cos\theta\sin^2\theta$. Since $\dot m_z=-\sin\theta\,\dot\theta$, dropping $\alpha^2\ll1$ leaves

$$\dot\theta=\sin\theta\,(\beta-\alpha\omega\cos\theta).$$

Near $\theta=0$ the angle grows if $\beta>\alpha\omega$. The instability current is thus

$$I_c=\frac{2J\alpha\omega}{\eta}.$$

With $i=I/I_c$, the equation becomes $\dot\theta=\alpha\omega\sin\theta\,(i-\cos\theta)$. For $i>1$, the time from a starting angle $\theta_0$ to the equator follows by separating variables and setting $u=\cos\theta$, $u_0=\cos\theta_0$:

$$\alpha\omega t=\int_{\theta_0}^{\pi/2}\frac{d\theta}{\sin\theta(i-\cos\theta)}
=\int_0^{u_0}\frac{du}{(1-u^2)(i-u)}.$$

The residues at $u=1$, $u=-1$ and $u=i$ give the partial fractions

$$\frac1{(1-u^2)(i-u)}=\frac{1}{2(i-1)(1-u)}+\frac{1}{2(i+1)(1+u)}-\frac{1}{(i^2-1)(i-u)}.$$

Integrating each term,

$$\alpha\omega t=-\frac{\ln(1-u_0)}{2(i-1)}+\frac{\ln(1+u_0)}{2(i+1)}+\frac{1}{i^2-1}\ln\frac{i-u_0}{i}.$$

For $\theta_0^2\ll1$ and $\theta_0^2\ll i-1$, use $1-u_0\simeq\theta_0^2/2$ in the first term and $u_0\simeq1$ in the others. Define $L=\ln(2/\theta_0)$. The first term becomes $(L-\tfrac12\ln2)/(i-1)$. Its $\ln2$ part combines with the second term:

$$\frac{\ln2}{2}\left(\frac1{i+1}-\frac1{i-1}\right)=-\frac{\ln2}{i^2-1}.$$

Therefore

$$\alpha\omega t\simeq\frac{L}{i-1}-\frac{1}{i^2-1}\ln\frac{2i}{i-1}.$$

Keeping the first term alone gives $1/t=\alpha\omega(I-I_c)/(I_cL)$. This is the linear law with

$$Q=\frac{I_cL}{\alpha\omega}=\frac{2J}{\eta}\ln\frac{2}{\theta_0}.$$

The charge $2J/\eta$ measures the angular momentum to be reversed, and the logarithm counts the slow growth from a small angle. In this approximation damping sets $I_c$ but cancels from $Q$.

The second term always reduces $t$. Its ratio to the first is $\ln[2i/(i-1)]/[(i+1)L]$, which is small when $L$ is large and also when $i$ is large. Even at high current, however, it shifts the intercept. Expanding in $1/i$,

$$\alpha\omega t=\frac Li+\frac{L-\ln2}{i^2}+\cdots,$$

$$\frac1{\alpha\omega t}=\frac{1}{L}\left[i-\left(1-\frac{\ln2}{L}\right)\right]+\cdots .$$

The plot of $1/t$ is again a straight line with the same slope, but it extrapolates to $I_c(1-\ln2/L)$, below the instability current.

### (e) How far the intercept can mislead

Heat sets the starting angle. Let $\Delta$ be the energy barrier $J\omega/2$ divided by $kT$. Near the easy axis the energy is $\Delta\theta^2$ in units of $kT$, and the probability density is proportional to $\theta e^{-\Delta\theta^2}$. The fraction of starts within $\theta_0$ is $1-e^{-\Delta\theta_0^2}$. Setting it to one half gives the median angle, $\theta_0=\sqrt{\ln2/\Delta}$.

Take a disc 32 nm wide and 1.5 nm thick, with magnetization 1000 kA/m, net anisotropy field 0.4 T, $\alpha=0.016$, $\eta=0.6$ and temperature 300 K. The net field is what remains of the perpendicular anisotropy field after the effect of shape is subtracted. That effect is the difference between the demagnetizing fields for magnetization normal to the disc and in its plane, about 1.0 T here. These round values were chosen within the usual range so that the linear law comes close to the data; the agreement below is no evidence for them. Dividing the magnetic moment by the gyromagnetic ratio (for $g=2$) gives $J=6.50\times10^4\,\hbar$. The frequency is $\omega=70.35$ rad/ns, so $\alpha\omega=1.126$ ns$^{-1}$. The barrier is $\Delta=58.3$, whence $\theta_0=0.109$ rad and $L=2.91$.

With $e$ and $\hbar$ restored, $2eJ/(\hbar\eta)$ is 34.7 fC. The predictions are

$$I_c=34.7\cdot1.126=39.1\ \text{µA},\qquad Q=34.7\cdot2.91=101\ \text{fC}.$$

But $L$ is only about 3, so the neglected term matters. So does thermal agitation during the pulse. To include it, let $P(u)$ be the probability density of $u$ and let $s=\alpha\omega t$. The deterministic motion is $du/ds=-(1-u^2)(i-u)$. An isotropic random walk on a sphere adds a diffusion current $-D(1-u^2)\,\partial P/\partial u$. Conservation of probability then gives

$$\frac{\partial P}{\partial s}=\frac{\partial}{\partial u}\left\{(1-u^2)\left[(i-u)P+D\frac{\partial P}{\partial u}\right]\right\}.$$

At $i=0$ the thermal distribution $P\propto e^{\Delta u^2}$ must carry no current. This requires $-u+2D\Delta u=0$, so $D=1/(2\Delta)$. The equation was solved numerically on 300 angular cells, starting from the thermal distribution in the upper hemisphere. The switching time is reached when half of the probability has $u<0$. For the disc with the parameters above:

| Current | Linear law | Full integral, no agitation | With agitation |
|---|---|---|---|
| 60 µA | 4.83 ns | 3.70 ns | 2.88 ns |
| 90 µA | 1.99 ns | 1.73 ns | 1.53 ns |

Relative to the agitated result, the linear law overestimates the time by 68 percent at 60 µA and by 30 percent at 90 µA. A disc with these parameters would therefore not give the measured times, although its $I_c$ and $Q$ nearly match the fitted ones.

One can instead ask which instability current reproduces 5 ns and 2 ns. The ratio of the two times fixes $I_c$, and either time then fixes $\alpha\omega$. A numerical root search, with the disc's $\theta_0$ held fixed, gives 45 µA from the full integral without agitation. With agitation, and with $\Delta$, $J$ and $\omega$ held fixed, it gives 57 µA, together with $\alpha=0.022$ and $\eta=0.56$. In this model the refitted current depends on the disc only through $\Delta$: it is 60 µA at $\Delta=40$, 58 µA at $\Delta=50$ and 55 µA at $\Delta=80$. The 5 percent timing errors shift this last current by about 3 µA, and they shift the straight-line intercept in the same direction. In this model, then, the 40 µA intercept lies well below the instability current, by much more than the timing errors can explain.

Could a third pulse at 50 µA decide between the descriptions? The linear law predicts $100/(50-40)=10.0$ ns. The agitated refit predicts 11.1 ns, although 50 µA is below its instability current: there, thermal agitation must first carry the magnet to the angle where $\cos\theta=i$, beyond which the spin torque drives the reversal. The uncertainty of the linear prediction follows from $t_3=Q/(I_3-I_c)$. Here $\delta Q$ and $\delta I_c$ are the signed shifts caused by one timing error, not the standard errors of part (b):

$$\delta t_3=\frac{\delta Q}{I_3-I_c}+\frac{Q\,\delta I_c}{(I_3-I_c)^2}.$$

An error in $t_1$ changes $t_3$ by $(-1.333+6.667)\cdot0.25=1.33$ ns, and one in $t_2$ by $(8.333-16.667)\cdot0.10=-0.83$ ns. Added in squares they give 1.6 ns, more than the difference of 1.1 ns. With 5 percent timing errors, this third pulse would not settle the question.

Suppose that the current enters the disc through a tunnel junction of the same cross-section, with a thin oxide barrier. For a resistance-area product of 5 Ω µm², the junction has 6.22 kΩ. At 90 µA it carries 0.56 V, or 5.6 MV/cm across a 1 nm barrier. The voltage is below the rough 1 V scale at which such barriers become endangered, but not by a wide margin. The power is 50 µW. If heat leaves through 30 nm of metal on each side, with the disc's cross-section and a conductivity of 20 W/(m K), the steady temperature rise is roughly 50 K. This crude figure would strengthen the agitation and weaken the magnet, and neither change is in the times above. Real devices break the assumption of a quiet pulse, which here moves the inferred instability current from 45 to 57 µA. A tunnel junction also breaks the assumption of a constant $\eta$. Its conductance changes with the angle $\phi$ between the two magnetic layers, so at fixed current the torque efficiency varies roughly as $1/(1+p^2\cos\phi)$, where $p$ is the spin polarization. For $p^2=0.3$ the 57 µA becomes 58 µA when the layers start parallel and 54 µA when they start antiparallel. Real devices may also reverse non-uniformly, feel a field-like torque or have an efficiency that depends on voltage; those shifts are not estimated here.

The 40 µA and 100 fC of part (a) are thus sound as parameters of the assumed straight line. Reading the former as an instability current needs a large $L$ and weak agitation, and this disc has neither.

Numerical values quoted here were computed with a short program.
